Kramers antisymmetry of reflection and the perfectly transmitted channel

Q: I am told that some disordered wires cannot reflect everything, however strong the disorder. Disorder scatters right-movers into left-movers. What could forbid complete reflection?

A: A symmetry can, under definite conditions. Take a conductor between two leads, with elastic, phase-coherent scattering of independent electrons. Suppose its Hamiltonian H commutes with an antiunitary operator Θ that acts within each lead and satisfies

Θ² = −1.

Antiunitary means Θ(cψ) = c*Θψ and ⟨Θφ|Θψ⟩ = ⟨φ|ψ⟩*. For spin-1/2, Θ = iσ_y K, where K is complex conjugation. Since iσ_y is real, Θ² = (iσ_y)² = −1.

Q: Scattering theory needs incoming and outgoing modes. What does Θ do to them?

A: It exchanges them. Let j be the current operator through a lead's cross-section. Velocity reverses under Θ, so jΘ = −Θj. The current form J(φ,ψ) = ⟨φ|jψ⟩ then obeys

J(Θφ,Θψ) = ⟨Θφ|jΘψ⟩ = −⟨Θφ|Θjψ⟩ = −J(φ,ψ)*.

A mode carrying unit flux towards the scatterer becomes one carrying unit flux away from it, at the same energy because H commutes with Θ. So a lead has as many outgoing as incoming modes, N of each. Call φ_n and Θφ_n a channel pair.

Q: Might different modes carry a cross current, so that fluxes do not simply add?

A: For two solutions of equal energy, J does not depend on the position x along the lead. If their wave numbers k and k′ differ, J varies as exp[i(k′−k)x], which is constant only if J = 0. At equal wave numbers, choose modes that diagonalize j in the degenerate space; Θ maps its eigenvectors to eigenvectors with reversed current. Fluxes therefore add. I exclude energies at a band edge, where the flux vanishes.

Q: Then write the scattering matrix, and show me where the minus sign enters.

A: Let n run over the modes of both leads. Far from the scatterer, where evanescent waves have died out,

ψ = Σ_n (a_n φ_n + b_n Θφ_n),  b = S a.

In a stationary state the inflow equals the outflow, b†b = a†a for every a, so S†S = 1. Now apply Θ:

Θψ = Σ_n (a_n* Θφ_n + b_n* Θ²φ_n) = Σ_n (a_n* Θφ_n − b_n* φ_n).

This solves the same equation at the same energy. Its incoming amplitudes are −b* and its outgoing amplitudes are a*, so the same S connects them:

a* = S(−b*) = −S S* a*.

Since a is arbitrary, S S* = −1. Multiplying from the left by S† gives S* = −S†. The complex conjugate of this is

S = −Sᵀ.

Q: And if Θ² were +1?

A: The incoming amplitudes of Θψ would be +b*. The same steps would give S S* = +1 and S = Sᵀ. The whole difference comes from Θ².

Q: You have constrained S. I asked about reflection.

A: Separate the left lead, with N_L pairs, from the right lead, with N_R:

S = [ r  t′ ; t  r′ ],  Sᵀ = [ rᵀ  tᵀ ; t′ᵀ  r′ᵀ ].

Comparing blocks in Sᵀ = −S gives

rᵀ = −r,  r′ᵀ = −r′,  t′ = −tᵀ.

In particular r_nn = 0: an electron arriving in φ_n is never reflected into its own time reverse Θφ_n. For one pair that is the whole of r, so reflection vanishes.

Q: Phases of modes are arbitrary. If I multiply one outgoing mode by i, your antisymmetry disappears.

A: It does. Antisymmetry belongs to the Kramers basis, in which outgoing modes are defined as Θ times incoming ones. Within that rule the incoming basis is free. Let φ̃_m = Σ_n φ_n U_nm with U unitary. Then a = Uã. Antiunitarity gives Θφ̃_m = Σ_n U_nm* Θφ_n, so b = U*b̃, or b̃ = Uᵀb. For reflection within one lead,

r̃ = Uᵀ r U,  r̃ᵀ = Uᵀ rᵀ U = −r̃.

If you choose the outgoing basis independently, you get r̃ = W r U with another unitary W. This need not be antisymmetric, but r̃†r̃ = U†r†rU has the same eigenvalues as r†r. The Kramers basis serves the proof; these eigenvalues do not depend on it.

Q: With several pairs, an electron can still be reflected into the reverse of another mode. Why can all of them together not reflect everything?

A: Count signs in a determinant. Write N for N_L. Transposition leaves a determinant unchanged, and a factor −1 in each of N rows gives (−1)^N:

det r = det rᵀ = det(−r) = (−1)^N det r.

For odd N this reads det r = −det r, hence det r = 0. So there is a normalized incoming vector v with r v = 0. The upper left block of S†S = 1 is r†r + t†t = 1, and therefore

t†t v = (1 − r†r)v = v.

The eigenvalues T_n of t†t are the transmission eigenvalues. One of them is 1.

Q: Is it just one? A clean wire transmits every mode.

A: The determinant proves at least one. The complete statement is that the number of unit eigenvalues is odd. Suppose r†r v = λv with λ > 0, and define w = (rv)* = r*v*. Antisymmetry gives r† = (rᵀ)* = −r*, so the eigenvalue equation is −r*r v = λv. Its conjugate is r r*v* = −λv*. Hence

r w = r r*v* = −λv*,
r†r w = −r*(−λv*) = λ r*v* = λw.

So w belongs to the same eigenvalue. It is not zero, since w†w = v†r†rv = λ for normalized v. It is orthogonal to v, because

v†w = (vᵀ r v)* = 0,

the quadratic form of an antisymmetric matrix being zero.

Q: That gives at least two states. Could the eigenspace have dimension three?

A: No. On this eigenspace define Cv = (rv)*/√λ. It is antiunitary, since

⟨Cv|Cu⟩ = [(rv)†(ru)]*/λ = ⟨v|u⟩*,

and C²v = (rw)*/λ = −v. Remove the pair v, Cv and take any u orthogonal to both. Then Cu is orthogonal to both as well: ⟨Cv|Cu⟩ = ⟨v|u⟩* = 0, and ⟨v|Cu⟩ = −⟨C²v|Cu⟩ = −⟨Cv|u⟩* = 0. The argument repeats on what remains until nothing is left, so the dimension is even.

The nonzero eigenvalues of r†r thus use up an even number of dimensions. The null space has dimension N minus an even number, which is odd for odd N. Each null vector has T_n = 1. A clean wire with three pairs has three unit eigenvalues; to have more than one, a further pair of reflection eigenvalues must vanish, which generic disorder does not arrange.

Q: Show me this for three pairs without theorems.

A: The general antisymmetric matrix is

r = [ 0  α  β ; −α  0  γ ; −β  −γ  0 ].

Take v = (γ, −β, α). The three rows of rv are −αβ + βα, −αγ + γα and −βγ + γβ, all zero. If r ≠ 0, the other two eigenvalues of r†r are equal, and their sum is the trace 2(|α|²+|β|²+|γ|²). Hence

T_1 = 1,  T_2 = T_3 = 1 − |α|² − |β|² − |γ|².

The perfect channel is a superposition fixed by the reflection amplitudes. It changes with disorder and energy, and it need not be any one lead mode.

Q: Suppose the right lead has an even number of modes, or none. Where would the perfect channel go?

A: The symmetry excludes that. S has dimension D = N_L + N_R, and Sᵀ = −S gives det S = (−1)^D det S. A unitary matrix has |det S| = 1, so D is even and N_L and N_R have the same parity. If N_L is odd, N_R is odd and at least one.

Q: What would a conductance measurement show?

A: At zero temperature and small voltage the Landauer formula, with every spin state counted as its own mode, gives

G = (e²/h) Σ_n T_n ≥ e²/h  for odd N.

The floor is 38.74 μS. At finite temperature, still without inelastic scattering, G is a weighted average over energy with positive weights of total one. The floor survives if N is odd and the symmetry holds throughout the thermal window.

Q: An ordinary wire has two spin directions per orbital mode. Is odd N ever realized?

A: Not in an ordinary lattice wire with this symmetry. For a one-dimensional crystal with Θ² = −1, levels at k = 0 and at the zone boundary are doubly degenerate, so an even number lie below the energy E at each end of the half zone. The number of band crossings with E in between is therefore even. Each crossing at k has a partner at −k, and one of the two moves right. So N is even.

An odd number needs a channel that is not such a wire by itself. One case is the surface of a topological-insulator nanowire. Let x run along the axis and y around the perimeter P. The surface model is

H = ħv(k_x σ_x + k_y σ_y) + V(x,y).

The spin frame turns with the surface. One circuit is a rotation by 2π, which multiplies a spin-1/2 by −1 and makes the angular harmonics half-integer. An axial flux Φ shifts them:

k_y = (2π/P)(n + 1/2 − f),  f = Φ/(h/e),  n integer.

Q: But the flux comes from a magnetic field, which breaks time reversal.

A: In general it does. The operator iσ_y K reverses k_x, k_y and both spin matrices, so it leaves H unchanged, provided the allowed k_y form a set symmetric about zero. That happens at f = 0 and f = 1/2. At f = 1/2, time reversal turns the flux into −h/2e, and a gauge transformation by one whole quantum h/e brings it back. The combined operation squares to −1. It is a symmetry of the thin-surface equation, not of the crystal interior, where the field is real; the parity count for lattice wires therefore does not apply.

With V = 0, E² = (ħv)²(k_x² + k_y²), so a mode propagates if ħv|k_y| < |E|. At f = 1/2 the harmonics are 0, ±1, ±2, …, and N is odd. At f = 0 they are ±1/2, ±3/2, …, and N is even.

Q: Put numbers to it.

A: Take v = 5×10⁵ m/s, so ħv = 329.1 meV nm, and a cross-section of 100 nm × 50 nm. Then P = 300 nm and A = 5000 nm². The subband spacing and the field for half a quantum are

2πħv/P = 2π × 329.1/300 = 6.893 meV,
B = h/(2eA) = 0.414 T.

At E = 10 meV, E/6.893 = 1.45, so harmonics 0 and ±1 propagate and N = 3. The wire is 600 nm long. Its potential is one random set of smooth charge puddles of Gaussian width 25 nm, with an rms deviation from its mean of 12.0 meV and a largest magnitude of about 53 meV, well above E. The transmission eigenvalues are

1.000, 0.016, 0.016.

The sum before rounding is 1.032, so G = 1.032 × 38.74 μS = 40.0 μS. The singular values of r are 0.992, 0.992 and 0, and 1 − 0.992² = 0.016, as the pairing requires.

Q: Did you impose the antisymmetry that you then found?

A: No. The Dirac equation was solved slice by slice and matched to lead modes, with outgoing modes found by reversing k_x and not by applying Θ. The result was then rewritten in the Kramers basis. The largest element of S + Sᵀ was 6×10⁻¹⁵ in magnitude, against elements of order one. Halving the slices from 4 to 2 nm and raising the largest harmonic from 10 to 13 moved the eigenvalues by at most 6×10⁻⁴, about 4% of the smaller pair. With still more harmonics the pair settles at 0.0166 and the sum at 1.033, which is again 40.0 μS. The figures below use the coarser setting, so eigenvalues that the symmetry does not fix are typically uncertain by a few per cent, and very small ones by more.

Q: One energy and one length may be luck.

A: At the same flux, length and puddles, E = 5 meV gives N = 1 and T_1 = 1. At 15 meV, N = 5 and the eigenvalues are 1, 0.033 twice (0.031 with finer steps and more harmonics), and two that vanish to five decimals.

At 10 meV, extend the wire through more of the same landscape. The small pair falls from 0.016 at 600 nm to 0.003 at 1200 nm, and is zero to five decimals at 2400 nm. The unit eigenvalue remains, so G approaches e²/h from above in this sample. If instead the energy above the Dirac point in the right lead is 4 meV, that lead has one pair. The eigenvalues for the 600 nm wire are then 1, 0, 0: three incoming modes share one perfect exit.

Q: Now remove your conditions one at a time.

A: Set the flux to zero and keep the energy and puddles. The symmetry holds but N = 2. An antisymmetric 2×2 matrix has one free element ρ, with r = [0 ρ; −ρ 0] and r†r = |ρ|² times the unit matrix. Both eigenvalues are 1 − |ρ|², with no floor. They are 0.177 each at 600 nm and 0.0016 each at 2400 nm. The latter is not converged: finer steps and more harmonics lower it several-fold, to a few times 10⁻⁴. The conductance at 600 nm is 0.35 e²/h, below the odd-N bound.

At a quarter of h/e, N is still 3 but the set of k_y is no longer symmetric. The eigenvalues at 600 nm become 0.877, 0.040 and 0.0001; finer steps and more harmonics raise the largest to about 0.885. Both the unit value and the pairing are gone, so odd N without the symmetry does not suffice.

Q: All this is one Dirac model. Does the sign of Θ² matter by itself?

A: I compared random models with N linear right-movers and N left-movers, the random potential being restricted only by the chosen symmetry. For Θ² = −1 and N = 1, 2, 3, 4, 5, the numbers of unit eigenvalues were 1, 0, 1, 0, 1. For Θ² = +1 there were none, and the largest eigenvalue lay between 0.23 and 0.78. The case N = 1 shows the reason: r = −r forces r = 0, while r = r says nothing.

Q: No experiment sits precisely at half a flux quantum. Does a small error destroy the effect?

A: It weakens it gradually. Let f = 1/2 + δ. For our wire the largest eigenvalue T_max is separated from the others, so it is a smooth function of δ. It cannot exceed 1 and equals 1 at δ = 0. That point is a maximum, the linear term vanishes, and generically

1 − T_max ≈ cδ².

The 600 nm wire loses 2.005×10⁻⁵ at δ = 0.001, so c ≈ 20. Doubling δ multiplies the loss by 3.999, close to the expected 4.

A uniform 5% error in area at fixed field gives δ = 0.05 × 0.5 = 0.025. The quadratic law predicts 20.05 × 0.025² = 0.0125; the full calculation gives 0.0119. The law overestimates by about 5% here. The coefficient c belongs to this disorder and length. Finer steps and more harmonics raise it, and the losses computed for these offsets, by 7 to 8%.

Q: The field also acts on the spin. You left that out.

A: The spin component along the axis is the one that multiplies k_y, up to a sign. A Zeeman term E_Z σ_y therefore shifts k_y by E_Z/ħv, which is the same as a flux offset. With a rough g = 20,

E_Z = gμ_B B/2 = 0.239 meV,  |δ| = 0.239/6.893 = 0.035.

Uncorrected, this costs about 0.02 of the unit eigenvalue. A uniform shift can be removed by changing the field by about 0.035/0.5 = 7%. An offset that varies along the wire cannot be removed everywhere in this way.

Q: And temperature?

A: At 0.1 K, kT = 0.0086 meV. Moving the energy by ±2kT changes G by only 2×10⁻⁴ e²/h, from 1.0318 to 1.0320 on the coarser setting, so thermal smearing is negligible here. Inelastic scattering is different, because a single unitary S at fixed energy no longer describes the electron, and the proof stops. For its size I use the mean Wigner delay, the average over the six lead modes of the eigenvalues of −iħS†dS/dE. It is 2.2 ps, against L/v = 1.2 ps. If the inelastic rate is of order kT/ħ, which is an assumption, the chance of an event during the delay is about 0.03. This mean includes modes that are almost fully reflected; the perfect channel itself is delayed by about 3.5 ps, for which the chance is about 0.05. The estimate grows in proportion to temperature if the delay stays fixed.

Q: How near is this to a real wire?

A: The velocity, the cross-section and a bulk gap of about 0.3 eV are rough values for bismuth selenide nanowires. A Fermi energy of 10 meV is far from typical: such crystals are usually doped to much higher energy, and strong gating or compensation would be needed. The puddle peak is 0.35 of half the gap in the 600 nm wire and 0.53 (79 meV) in the 2400 nm wire, so the bulk stays out of reach if the Dirac point lies near mid-gap, which is not assured. Quadratic dispersion, with a rough coefficient of 0.3 eV nm², adds 300 × (10/329.1)² = 0.28 meV at the wave number of the leads, and about 11 meV (22 meV in the 2400 nm wire), more than the subband spacing, at the strongest puddles, where |E − V| and with it the local wave number are larger. This term respects Θ. Taken literally at all wave numbers, it would also add modes near 1.1 nm⁻¹ and make N even, but these lie outside the range of the surface model. With them discarded N stays odd, and the term can move the paired eigenvalues but not the unit one.

The assumption a device most plainly breaks is a uniform flux of precisely h/2e. For the uniform 5% area error above, T_max falls from 1 to about 0.99. The finite depth of the surface state, different velocities on different facets, and interactions are left out. A two-terminal measurement also includes the contacts. The bound covers them only if the whole coherent conductor, contacts included, keeps the symmetry and ends in leads with odd N. An ordinary metal electrode with this symmetry has even N, so by the parity rule above it cannot be joined to this wire without breaking the symmetry somewhere. Scattering at such a contact, coherent or not, can bring the measured conductance below e²/h.

Q: So what must I verify before I trust a claim of a perfect channel?

A: Verify that the symmetry holds in the whole conductor, disorder included, that it squares to −1 and acts within each lead, that N is odd, and that transport is elastic and coherent over the whole conductor. Then rᵀ = −r in the Kramers basis, and the disorder is free to choose which superposition passes, but not to reflect all of them. The remaining figures are in the numerical output.

Values computed for the example and the checks

```
velocity 5.0e+05 m/s; hbar*v 329.11 meV nm
cross-section 100 x 50 nm; perimeter 300 nm
subband spacing at half flux 6.893 meV
field for flux h/2e 0.4136 T
Fermi energy 10.0 meV; wire length 600 nm
puddles: width 25 nm, amplitude up to 40 meV, 160 in 2400 nm
potential: rms 12.01 meV, peak 52.8 meV
barrier check (25 meV, 60 nm): side-mode T 0.42321
Half flux, 600 nm: energy (meV), pairs N, transmission eigenvalues
  5  1  1.00000
  10  3  1.00000 0.01595 0.01595
  15  5  1.00000 0.03272 0.03272 0.00000 0.00000
N=3 singular values of r: 0.99199 0.99199 0.00000
N=3 largest element of S+S^T 5.8e-15; |1-T_max| 4.7e-15
N=3 conductance 1.0319 e^2/h = 39.98 uS
lower bound e^2/h = 38.740 uS
change of eigenvalues on finer grid and basis 6.2e-04
Half flux, N=3: length (nm), transmission eigenvalues
  600  1.00000 0.01595 0.01595
  1200  1.00000 0.00334 0.00334
  2400  1.00000 0.00000 0.00000
unequal leads, N_left=3, N_right=1: 1.00000 0.00000 0.00000
Zero flux, N=2: length (nm), transmission eigenvalues
  600  0.17676 0.17676
  2400  0.00161 0.00161
quarter flux (h/4e), 600 nm: 0.87742 0.04028 0.00008
flux offset 0.001 h/e: loss 1-T_max 2.005e-05
loss ratio for doubled offset 3.9990
Random models: T^2, N, number of unit eigenvalues, largest T
  -1  1  1  1.000000
  -1  2  0  0.110596
  -1  3  1  1.000000
  -1  4  0  0.928119
  -1  5  1  1.000000
  +1  1  0  0.231665
  +1  2  0  0.676708
  +1  3  0  0.783739
  +1  4  0  0.675454
  +1  5  0  0.556084
Zeeman energy (rough g=20) 0.239 meV = 0.0347 h/e
  loss 1-T_max from Zeeman offset 0.0219
5% area error = 0.025 h/e: loss 1-T_max 0.0119
temperature 0.1 K; kT 0.00862 meV
conductance at E-2kT, E+2kT: 1.0318, 1.0320 e^2/h
mean Wigner delay 2.18 ps; L/v 1.20 ps
delay * kT/hbar 0.0286 (inelastic estimate)
quadratic dispersion (rough 0.3 eV nm^2) 0.277 meV
peak potential / rough half bulk gap 150 meV 0.35
```
